\section*{Förster energy transfer to a line, sheet or half-space of acceptors, part 2}

An excited donor at height $d$ on the $z$ axis gives its energy to independent, isotropically oriented acceptors on a line, on a sheet or in a half-space, with $N_1$, $N_2$ or $N_3$ per unit length, area or volume. The rate is sought as a function of $d$. Units are SI and oscillating quantities are written $\mathrm{Re}[Xe^{-i\omega t}]$. The host has real permittivity $\varepsilon_1=n^2$; $k_1=n\omega/c$ is its wave number, and every other $k$ is a rate.

At distance $\rho$ from the foot of the perpendicular, $v=r^2=\rho^2+d^2$. A pair rate $C/r^6$, with $C=R_0^6/\tau$, gives for a sheet
\begin{equation}k=N_2C\int_0^\infty\frac{2\pi\rho\,d\rho}{(d^2+\rho^2)^3}
=\pi N_2C\int_{d^2}^\infty\frac{dv}{v^3}=\frac{\pi N_2C}{2d^4}.\label{simple}\end{equation}
The isolated donor has lifetime $\tau$, quantum yield $\Phi$, radiative rate $k_{\rm rad}=\Phi/\tau$ and emission spectrum $f_D$. An acceptor has mean polarizability $\alpha$ and cross-section $\sigma_A$. The transition dipoles are $\mu_D\mathbf m$ and $\mu_A\mathbf m_A$, with unit vectors $\mathbf m$, $\mathbf m_A$; $f_D$ and the line shapes $g_D$, $g_A$ have unit area in $\omega$. With $\mathbf r$ from donor to acceptor and $J=\int f_D\sigma_A\omega^{-4}d\omega$,
\begin{equation}V=\frac{\kappa\,\mu_D\mu_A}{4\pi\varepsilon_0n^2r^3},
\qquad
\kappa=\mathbf m\cdot\mathbf m_A-3(\mathbf m\cdot\hat{\mathbf r})(\mathbf m_A\cdot\hat{\mathbf r}),\label{V}\end{equation}
\begin{equation}k=\frac{2\pi}{\hbar^2}V^2\int g_D(\omega)\,g_A(\omega)\,d\omega,\label{golden}\end{equation}
\begin{equation}\varepsilon_2=\varepsilon_1+\delta\varepsilon,\qquad \delta\varepsilon=N_3\alpha/\varepsilon_0 .\label{eps2}\end{equation}
\begin{equation}\sigma_A(\omega)=\frac{\omega\,\mathrm{Im}\,\alpha}{\varepsilon_0nc}=\frac{\pi\omega\mu_A^2g_A}{3\varepsilon_0\hbar nc},
\qquad
\varepsilon_2''=\frac{ncN_3\sigma_A}{\omega}.\label{sigma}\end{equation}
\begin{equation}R_0^6=\frac{3\Phi c^4J}{4\pi n^4},
\qquad
k\tau=\frac32\kappa^2\left(\frac{R_0}{r}\right)^6 .\label{R0}\end{equation}
With $\cos\theta=\mathbf m\cdot\hat{\mathbf r}$, $\mathbf u=\mathbf m-3\hat{\mathbf r}\cos\theta$ and $|\mathbf u|^2=1+3\cos^2\theta$, the average over $\mathbf m_A$ is
\begin{equation}k\tau=\left(\frac{R_0}{r}\right)^6\frac{1+3\cos^2\theta}{2}.\label{pair}\end{equation}
These rates add. For the line, the mean over donor directions (marked by a bar) is $\bar k_{\rm line}\tau=\frac{3\pi}{8}\frac{N_1R_0^6}{d^5}$.

A classical dipole $\mathbf p=p\,\mathbf m$ has the near field
\begin{equation}\mathbf E_{\rm dip}=\frac{3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf p)-\mathbf p}{4\pi\varepsilon_0\varepsilon_1r^3},
\qquad
\phi_0=\frac{\mathbf p\cdot\mathbf r}{4\pi\varepsilon_0\varepsilon_1r^3}.\label{static}\end{equation}
The field along $\mathbf m$ at its own position is $E_m=Gp$, with $G=G_0$ in the bare host:
\begin{equation}k=\frac{2\mu_D^2}{\hbar}\int g_D(\omega)\,\mathrm{Im}\,G(\omega)\,d\omega .\label{response}\end{equation}
\begin{equation}\mathrm{Im}\,G_0=\frac{1}{\varepsilon_0\varepsilon_1}\left(\frac{k_1^3}{4\pi}-\frac{k_1^3}{12\pi}\right)=\frac{k_1^3}{6\pi\varepsilon_0\varepsilon_1}.\label{G0}\end{equation}

For the sheet, $\mathbf r=(\rho\cos\psi,\rho\sin\psi,-d)$. All cross terms in $\cos^2\theta$ vanish in the integral over $\psi$, and $\cos^2\psi$ and $\sin^2\psi$ average to $1/2$, so there is one rate for a dipole parallel to the plane and one for a perpendicular dipole. With $v=r^2$ as in \eqref{simple},
\begin{equation}
\int\frac{d^2\rho}{r^6}=\frac{\pi}{2d^4},\qquad
\int\frac{d^2}{r^8}\,d^2\rho=\pi d^2\int_{d^2}^\infty\frac{dv}{v^4}=\frac{\pi}{3d^4},\qquad
\int\frac{\rho^2}{2r^8}\,d^2\rho=\frac12\left(\frac\pi2-\frac\pi3\right)\frac1{d^4}=\frac{\pi}{12d^4}.
\end{equation}
In units of $N_2R_0^6/d^4$,
\begin{equation}
k_\parallel\tau=\tfrac12\left(\tfrac\pi2+\tfrac\pi4\right)=\tfrac{3\pi}8,\qquad
k_\perp\tau=\tfrac12\left(\tfrac\pi2+\pi\right)=\tfrac{3\pi}4,\qquad
\bar k\tau=\tfrac13\left(2k_\parallel+k_\perp\right)\tau=\tfrac\pi2 .
\label{sheet}
\end{equation}
A half-space is a stack of sheets. A slab of thickness $d\zeta$ at distance $\zeta$ from the donor has $N_2=N_3\,d\zeta$, and $\int_d^\infty\zeta^{-4}d\zeta=1/3d^3$, so each coefficient of \eqref{sheet} is divided by 3:
\begin{equation}
k_\parallel\tau=\frac\pi8\frac{N_3R_0^6}{d^3},\qquad
k_\perp\tau=\frac\pi4\frac{N_3R_0^6}{d^3},\qquad
\bar k\tau=\frac\pi6\frac{N_3R_0^6}{d^3}.
\label{half}
\end{equation}
The same integral shows that the part of the half-space deeper than $L$ below the surface contributes the fraction $d^3/(d+L)^3$, so the transfer goes to a layer whose thickness is of order $d$, and, as long as the rates add, a film several times thicker than $d$ already behaves as a half-space and a film much thinner than $d$ as a sheet.

Each law has the form $k\tau=(d_0/d)^p$ with $p=5,4,3$, and the transfer competes with the decay $1/\tau$, so the efficiency is $k\tau/(1+k\tau)=1/[1+(d/d_0)^p]$. The half-efficiency distance $d_0$ depends on the acceptor density and is not $R_0$. The efficiency may be built from $\bar k$ when the donor turns quickly compared with its total decay rate $1/\tau+k$, and, to first order in $k\tau$, for an ensemble of randomly oriented donors, turning or not, when $k\tau\ll1$; a donor fixed in one direction keeps its own rate however small $k\tau$ is. For donors frozen in random directions each has its own rate, the decay is not a single exponential, and since $k\tau/(1+k\tau)$ is concave in $k$ the mean efficiency is lower than that of the mean rate.

The replacement of the sum by an integral can be controlled. For a regular line of spacing $a$, Poisson summation gives $\sum_jf(ja)=a^{-1}\sum_l\tilde f(2\pi l/a)$, where $\tilde f(K)=\int f(x)e^{-iKx}dx$; the term $l=0$ is the integral used above. The summand is a rational function of $x$ with poles only at $x=\pm id$, so closing the contour gives $\tilde f(K)$ as a polynomial in $K$ times $e^{-|K|d}$, and the correction is of order $e^{-2\pi d/a}$ times a power of $d/a$. For a square lattice one integrates first across the direction of the reciprocal vector; the result is analytic in the remaining coordinate for imaginary parts smaller than $d$, and the same exponential follows. The half-space is different because it has an edge in $\zeta$. Let the layers of a cubic lattice lie at $\zeta_j=d+a/2+ja$, each in the middle of its slab, and let $f=\zeta^{-4}$. Taylor expansion about $\zeta_j$ gives for the slab integral $\int f=af+a^3f''/24+a^5f''''/1920+\dots$. Solving for $af$, and using the same relation for $f''$ in the form $a^3f''=a^2\left(\int f''-a^3f''''/24\right)$, one finds after summing over slabs
\begin{equation}
\sum_jaf(\zeta_j)=\int_d^\infty f-\frac{a^2}{24}\int_d^\infty f''+a^4\left(\frac1{576}-\frac1{1920}\right)\int_d^\infty f''''+\dots
\end{equation}
The bracket is $7/5760$, $\int f''=-f'(d)=4d^{-5}$ and $\int f''''=-f'''(d)=120d^{-7}$. Dividing by $1/3d^3$,
\begin{equation}
\frac{k_{\rm lattice}}{k_{\rm continuum}}=1-\frac12\left(\frac ad\right)^2+\frac7{16}\left(\frac ad\right)^4-\dots
\label{lattice}
\end{equation}
If $d$ is measured to the first layer, the continuum boundary lies at $d-a/2$, and ignoring this makes an error $(1-a/2d)^{-3}\approx1+3a/2d$, of first order in $a/d$.

For acceptors placed at random, each donor sees its own arrangement. The survival probability of one donor is $e^{-t/\tau}\prod_ie^{-k_it}$. Averaging $M$ independent positions over a volume $\Omega$ gives $[1-\Omega^{-1}\int(1-e^{-k(\mathbf r)t})\,d^3r]^M$, which for $M=N_3\Omega\to\infty$ becomes $\exp[-N_3\int(1-e^{-k(\mathbf r)t})\,d^3r]$. When even the nearest acceptor has $kt\ll1$ over the life of the donor, which is assured by $(R_0/d)^6\ll1$, the bracket is $kt$ and the decay is exponential with the rates found above. Otherwise those rates describe only the initial slope. Frozen acceptor orientations are covered by the same argument.

The half-space can also be treated without mentioning single acceptors. Let $z<0$ be a medium of local complex permittivity $\varepsilon_2(\omega)=\varepsilon_2'+i\varepsilon_2''$ and let the dipole $\mathbf p$ sit at $z=d$ in $\varepsilon_1$. When $d$ is small compared with the reduced wavelengths $c/\omega|\sqrt\varepsilon|$ of both media (and, for $\varepsilon_2$ near $-\varepsilon_1$, under a stricter condition derived with the retarded solution below), $\mathbf E=-\nabla\phi$ with $\nabla\cdot(\varepsilon\nabla\phi)=0$ away from the source, and $\phi$ and $\varepsilon\,\partial_z\phi$ are continuous at $z=0$. Let $\phi_0(x,y,z)$ be the potential \eqref{static} centred on the donor. It is harmonic for $z<0$, and its mirror image $\phi_0(x,y,-z)$ is harmonic for $z>0$. Try
\begin{equation}
\phi_>=\phi_0(x,y,z)-\beta\,\phi_0(x,y,-z),\qquad \phi_<=T\,\phi_0(x,y,z).
\end{equation}
At $z=0$ the function and its mirror image are equal and their $z$ derivatives are opposite, so the two conditions read $1-\beta=T$ and $\varepsilon_1(1+\beta)=\varepsilon_2T$ at every point of the plane. Eliminating $T$ gives $\beta(\varepsilon_1+\varepsilon_2)=\varepsilon_2-\varepsilon_1$:
\begin{equation}
\beta=\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+\varepsilon_1},\qquad
T=\frac{2\varepsilon_1}{\varepsilon_1+\varepsilon_2}.
\label{beta}
\end{equation}
The numerator of the mirrored potential is $p_xx+p_yy+p_z(-z-d)$, that of a dipole $(p_x,p_y,-p_z)$ at $z=-d$, so the factor $-\beta$ makes the image dipole $\mathbf p'=\beta(-p_x,-p_y,p_z)$. Its field at the donor follows from \eqref{static} with $r=2d$ and $\hat{\mathbf r}=\hat{\mathbf z}$: the $z$ component of the numerator is $3p'_z-p'_z=2\beta p_z$ and the $x$ component is $-p'_x=\beta p_x$. With $(2d)^3=8d^3$,
\begin{equation}
G_\perp=\frac{\beta}{16\pi\varepsilon_0\varepsilon_1d^3},\qquad
G_\parallel=\frac{\beta}{32\pi\varepsilon_0\varepsilon_1d^3}.
\label{Gimg}
\end{equation}
Both have the same sign, so both orientations lose energy when $\mathrm{Im}\,\beta>0$. Writing $\beta=1-2\varepsilon_1/(\varepsilon_1+\varepsilon_2)$ and using $\mathrm{Im}(1/X)=-\mathrm{Im}X/|X|^2$,
\begin{equation}
\mathrm{Im}\,\beta=\frac{2\varepsilon_1\varepsilon_2''}{|\varepsilon_1+\varepsilon_2|^2}=\frac{\varepsilon_2''}{2\varepsilon_1}|T|^2 .
\label{imbeta}
\end{equation}
For one donor line the loss rate relative to the radiative rate is $\mathrm{Im}\,G/\mathrm{Im}\,G_0$, by \eqref{response}. From \eqref{Gimg} and \eqref{G0}, with $6\pi/16\pi=3/8$, this is the image-dipole loss formula
\begin{equation}
\frac{k_\perp}{k_{\rm rad}}=\frac38\frac{\mathrm{Im}\,\beta}{(k_1d)^3},\qquad
\frac{k_\parallel}{k_{\rm rad}}=\frac3{16}\frac{\mathrm{Im}\,\beta}{(k_1d)^3}.
\label{image}
\end{equation}
The power $d^{-3}$ and the ratio $2:1$ agree with \eqref{half} for any local $\varepsilon_2$.

For the prefactor let the lower medium be the host with acceptors, \eqref{eps2}. To first order in $N_3$, $\varepsilon_2''$ is already small, so $T\to1$ and \eqref{sigma} gives $\mathrm{Im}\,\beta=ncN_3\sigma_A/(2n^2\omega)=cN_3\sigma_A/(2n\omega)$. Weighting each frequency with its radiative rate $(\Phi/\tau)f_D\,d\omega$,
\begin{equation}
k_\perp\tau=\Phi\int f_D\,\frac38\,\frac{cN_3\sigma_A}{2n\omega}\,\frac{c^3}{n^3\omega^3d^3}\,d\omega
=\frac{3\Phi c^4J}{16n^4}\frac{N_3}{d^3}
=\frac\pi4\frac{N_3R_0^6}{d^3},
\end{equation}
since $3/16=(\pi/4)(3/4\pi)$. This is \eqref{half}, and $k_\parallel$ and the mean follow by the factor $1/2$ and the average. The F\"orster sum over a half-space is thus the image formula to first order in the acceptor density, and only to that order; the statement that the two are the same without this condition is false.

The reason for the agreement, and the size of the disagreement, appear in the energy balance. The field does work on the polarization $\mathbf P=\varepsilon_0(\varepsilon_2-1)\mathbf E$ at the mean rate $\langle\mathbf E\cdot\dot{\mathbf P}\rangle=\tfrac12\mathrm{Re}[\mathbf E^*\cdot(-i\omega\mathbf P)]=\tfrac\omega2\varepsilon_0\varepsilon_2''|\mathbf E|^2$ per unit volume. The driven dipole gives up $-\langle\mathbf E\cdot\dot{\mathbf p}\rangle=-\tfrac\omega2\mathrm{Im}(\mathbf E^*\cdot\mathbf p)=\tfrac\omega2|p|^2\,\mathrm{Im}\,G$. In the medium $\mathbf E=T\mathbf E_{\rm dip}$, and $|\mathbf E_{\rm dip}|^2=|p|^2|\mathbf u|^2/(4\pi\varepsilon_0\varepsilon_1r^3)^2$ contains the vector $\mathbf u$ met before. Equating the two powers requires
\begin{equation}
\mathrm{Im}\,G=\frac{\varepsilon_0\varepsilon_2''|T|^2}{(4\pi\varepsilon_0\varepsilon_1)^2}\int_{z<0}\frac{1+3\cos^2\theta}{r^6}\,d^3r .
\label{balance}
\end{equation}
The integral is twice the coefficient in \eqref{half}, namely $\pi/2d^3$ for the perpendicular dipole, so the right side is $\varepsilon_2''|T|^2/(32\pi\varepsilon_0\varepsilon_1^2d^3)$. The left side, from \eqref{Gimg} and \eqref{imbeta}, is $\varepsilon_2''|T|^2/(2\varepsilon_1)$ divided by $16\pi\varepsilon_0\varepsilon_1d^3$, which is the same. The parallel case has both sides halved. Inserting \eqref{balance} and $\varepsilon_0\varepsilon_2''=N_3\pi\mu_A^2g_A/3\hbar$ into \eqref{response},
\begin{equation}
k=\frac{2\pi}{\hbar^2}\left(\frac{\mu_D\mu_A}{4\pi\varepsilon_0n^2}\right)^2N_3\int_{z<0}\frac{1+3\cos^2\theta}{3r^6}\,d^3r\int g_Dg_A\,|T(\omega)|^2d\omega .
\label{screened}
\end{equation}
This is the golden rule \eqref{golden} summed over acceptors, with one change: each acceptor feels the donor field multiplied by $T$, because the polarization of all the others leaves a charge on the surface. The classical power also fixes the relation between the classical amplitude and the transition dipole. Dividing $\tfrac\omega2|p|^2\mathrm{Im}\,G$ by $\hbar\omega$ reproduces \eqref{response} only with $p=2\mu_D$; setting the classical amplitude equal to the transition dipole makes the rate four times too small.

With $\varepsilon_2=\varepsilon_1+\delta\varepsilon$,
\begin{equation}
|T|^2=\left|1+\frac{\delta\varepsilon}{2\varepsilon_1}\right|^{-2}
=\left(1+\frac{\delta\varepsilon'}{\varepsilon_1}+\frac{|\delta\varepsilon|^2}{4\varepsilon_1^2}\right)^{-1},
\qquad
\frac{k_{\rm image}}{k_{\text{F\"orster}}}=\langle|T|^2\rangle\approx1-\frac{\langle\delta\varepsilon'\rangle}{\varepsilon_1},
\label{T2}
\end{equation}
where the brackets average with the weight $g_Dg_A\propto g_D\varepsilon_2''$. The first correction comes from the real, dispersive part of the acceptor response and can have either sign. At this same order the acceptors also act on one another through local fields, which changes the relation \eqref{eps2} between $\varepsilon_2$ and $N_3$; that effect is not modelled here, and the image formula is best used with a measured $\varepsilon_2$. Beyond the dilute range the rate stops being proportional to the density. For a purely imaginary $\delta\varepsilon=iy$, $\mathrm{Im}\,\beta=2\varepsilon_1y/(4\varepsilon_1^2+y^2)$ has its maximum at $y=2\varepsilon_1$ and then falls as $1/y$, while the naive sum keeps growing with $y$: a good conductor expels the field. The rate follows this $1/y$ only while $d$ remains small compared with $c/\omega|\sqrt{\varepsilon_2}|$; beyond that the image formula no longer holds and the loss falls more slowly. At $\varepsilon_2'=-\varepsilon_1$, the surface-plasmon condition, \eqref{beta} gives $|T|^2=(2\varepsilon_1/\varepsilon_2'')^2$; when $\varepsilon_2''\ll2\varepsilon_1$ this is large and the naive sum is far too small. Near this condition the image formula needs $k_1d\ll|1+\varepsilon_2/\varepsilon_1|^{1/2}$, which for weak damping is much stricter than $k_1d\ll1$. If the host below the boundary has an index $n_2\ne n$, the field at the acceptors carries the factor $T$ of \eqref{beta} even when they are dilute; a cross-section measured in that host gives $\varepsilon_2''=n_2cN_3\sigma_A/\omega$, so the rate is \eqref{half}, with $R_0$ built from $n$, multiplied by $|T|^2n_2/n$.

The summed rates fall as $d^{-4}$ for a sheet and $d^{-3}$ for a half-space, and the half-space sum equals the image formula only to first order in the acceptor density. It remains to test the near-zone assumption against the full retarded solution, to see when the exponents fail, and to work through a numerical example.
